# Why a Bonded Film Thins More Than a Free Film During Cure: a program that tests the result

```python
"""Cure shrinkage of an elastic film bonded to a rigid substrate.
Result under test: thickness loss fraction t = e*(1+nu)/(1-nu), with
in-plane tension sigma = E*e/(1-nu), to first order in e.
e: linear shrinkage of the free film; nu: Poisson ratio; E: Young modulus.
x, y lie in the film, z is normal to it; tension and extension are positive.
"""
import numpy as np
import sympy as sp
from scipy.constants import zero_Celsius
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def lame(young, nu):
    return young * nu / ((1 + nu) * (1 - 2 * nu)), young / (2 * (1 + nu))


def held_film(young, nu, free_strain, inplane=0.0):
    """Total normal strain and x stress, from the stiffness matrix."""
    lam, mu = lame(young, nu)
    stiffness = lam * np.ones((3, 3)) + 2 * mu * np.eye(3)
    elastic = np.array([inplane - free_strain[0],
                        inplane - free_strain[1], 0.0])
    elastic[2] = -(stiffness[2, :2] @ elastic[:2]) / stiffness[2, 2]
    return elastic[2] + free_strain[2], (stiffness @ elastic)[0]


def strip(n, length, nu, bonded):
    """Plane-strain finite elements; film height, E and e are all one.
    Left side is a symmetry plane, right side and top are free."""
    lam, mu = lame(1.0, nu)
    nx, d = length * n, 1.0 / n
    dmat = np.array([[lam + 2 * mu, lam, 0],
                     [lam, lam + 2 * mu, 0], [0, 0, mu]])
    initial_stress = (3 * lam + 2 * mu) * np.array([1.0, 1.0, 0.0])
    sx, sz = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    ke, fe = np.zeros((8, 8)), np.zeros(8)
    for p in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for q in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            dx = sx * (1 + sz * q) / (2 * d)
            dz = sz * (1 + sx * p) / (2 * d)
            b = np.zeros((3, 8))
            b[0, 0::2], b[1, 1::2] = dx, dz
            b[2, 0::2], b[2, 1::2] = dz, dx
            ke += b.T @ dmat @ b * d**2 / 4
            fe -= b.T @ initial_stress * d**2 / 4
    ids = np.arange((nx + 1) * (n + 1)).reshape(nx + 1, n + 1)
    conn = np.stack([ids[:-1, :-1], ids[1:, :-1],
                     ids[1:, 1:], ids[:-1, 1:]], axis=-1).reshape(-1, 4)
    dof = np.stack([2 * conn, 2 * conn + 1], axis=-1).reshape(-1, 8)
    size = 2 * ids.size
    rows, cols = np.repeat(dof, 8, axis=1).ravel(), np.tile(dof, (1, 8)).ravel()
    k = coo_matrix((np.tile(ke.ravel(), len(dof)), (rows, cols)),
                   shape=(size, size)).tocsr()
    f = np.bincount(dof.ravel(), np.tile(fe, len(dof)), minlength=size)
    fixed = [2 * ids[0], 2 * ids[:, 0] + 1]
    if bonded:
        fixed.append(2 * ids[:, 0])
    free = np.setdiff1d(np.arange(size), np.concatenate(fixed))
    u = np.zeros(size)
    u[free] = spsolve(k[free][:, free].tocsc(), f[free])
    energy = length * 1.5 * (3 * lam + 2 * mu) - 0.5 * f @ u
    return -u[2 * ids[:, -1] + 1], -u[2 * ids[-1]], energy


# Rough typical inputs for an organosilicate film on a silicon wafer
E, nu, e, h = 8e9, 0.25, 0.005, 500e-9
wafer_modulus, wafer_h = 180e9, 775e-6      # biaxial modulus, thickness
alpha_film, alpha_wafer = 12e-6, 3e-6       # linear expansion, 1/K
T_cure, T_room = 400 + zero_Celsius, 25 + zero_Celsius
fracture_energy = 3.0                       # J/m2
factor = (1 + nu) / (1 - nu)
thinning, M = e * factor, E / (1 - nu)
sigma = M * e

# Symbolic energy minimum with all strains kept as variables
Es, ns, es, ex, ey, ez = sp.symbols("E nu e ex ey ez")
ls, ms = lame(Es, ns)
el = [ex + es, ey + es, ez + es]
W = ls * sum(el)**2 / 2 + ms * sum(a**2 for a in el)
held = {ex: 0, ey: 0}
ez_min = sp.solve(sp.diff(W, ez).subs(held), ez)[0]
stress_sym = sp.diff(W, ex).subs(held).subs(ez, ez_min)
energy_sym = W.subs(held).subs(ez, ez_min)
assert sp.simplify(ez_min + es * (1 + ns) / (1 - ns)) == 0
assert sp.simplify(stress_sym - Es * es / (1 - ns)) == 0
assert sp.simplify(energy_sym - Es * es**2 / (1 - ns)) == 0
assert sp.limit(-ez_min / es, ns, sp.Rational(1, 2)) == 3

# Full two-dimensional field: interior, edge zone and channel crack
length, Z = 8, {}
for n in (20, 40):
    surface, edge_pull, energy = strip(n, length, nu, True)
    released = 2 * (length / (1 - nu) - energy)      # two new edges
    Z[n] = released * (1 - nu)**2 / (1 - nu**2)
    closure = np.sum(edge_pull[1:] + edge_pull[:-1]) / (2 * n) / (1 - nu)
    assert abs(closure / released - 1) < 1e-6
fe_factor = surface[0]
assert abs(fe_factor / factor - 1) < 1e-3            # finite strip length
assert abs(Z[40] / Z[20] - 1) < 0.02                 # corner singularity
outside = np.where(abs(surface / factor - 1) > 0.01)[0]
edge_zone = length - outside[0] / 40
sliding, _, _ = strip(10, 3, nu, False)
assert np.allclose(sliding, 1 + nu, rtol=1e-8)
G_cure = Z[40] * sigma**2 * h * (1 - nu**2) / E

# Cure in small increments: changing modulus, then changing Poisson ratio
steps = 2000
mid = (np.arange(steps) + 0.5) / steps
de = -np.ones(3) * e / steps
ramp = np.array([held_film(E * s, nu, de) for s in mid]).sum(axis=0)
assert abs(-ramp[0] / thinning - 1) < 1e-9
assert abs(ramp[1] / sigma - 0.5) < 1e-9
nu_start = 0.45
soft = sum(held_film(E, nu_start + (nu - nu_start) * s, de)[0] for s in mid)
mean_factor = -1 + 2 * np.log((1 - nu) / (1 - nu_start)) / (nu_start - nu)
assert abs(-soft / (e * mean_factor) - 1) < 1e-5

# Viscous relaxation at constant volume after the shrinkage
flow, half_thinning = 0.0, None
for _ in range(4000):
    z_flow, s_flow = held_film(E, nu, np.array([flow - e, flow - e,
                                                -2 * flow - e]))
    line = 3 * e - 2 * (1 - 2 * nu) / (1 - nu) * s_flow / M
    assert abs(-z_flow - line) < 1e-12
    if half_thinning is None and s_flow <= sigma / 2:
        half_thinning = -z_flow
    flow += 0.01 * s_flow / E
assert abs(-z_flow / (3 * e) - 1) < 1e-6 and s_flow < 1e-6 * sigma


# Finite strain: compressible neo-Hookean film with a free top
def finite_thinning(shrink):
    lam, mu = lame(1.0, nu)
    a = brentq(lambda s: mu * (s * s - 1)
               + lam * np.log(s / (1 - shrink)**2), 0.5, 1.0, xtol=1e-14)
    return 1 - a * (1 - shrink)


errors = [finite_thinning(s) - factor * s for s in (e, e / 2)]
assert 3.9 < errors[0] / errors[1] < 4.1             # second-order error

# Compliant wafer: minimum energy over stretch and curvature
layers = [(wafer_modulus, -wafer_h / 2, wafer_h / 2, 0.0),
          (M, wafer_h / 2, wafer_h / 2 + h, -e)]
A, rhs = np.zeros((2, 2)), np.zeros(2)
for mod, lo, hi, natural in layers:
    m0, m1, m2 = hi - lo, (hi**2 - lo**2) / 2, (hi**3 - lo**3) / 3
    A += mod * np.array([[m0, m1], [m1, m2]])
    rhs += mod * natural * np.array([m0, m1])
stretch, curvature = np.linalg.solve(A, rhs)
film_inplane = stretch + curvature * (wafer_h + h) / 2
assert abs(film_inplane / (-4 * sigma * h / (wafer_modulus * wafer_h)) - 1) < 0.01
radius = 1 / abs(curvature)
assert abs(radius / (wafer_modulus * wafer_h**2 / (6 * sigma * h)) - 1) < 0.01
z_wafer, _ = held_film(E, nu, -e * np.ones(3), film_inplane)
wafer_change = -z_wafer / thinning - 1

# Cooling after cure
dT = T_cure - T_room
z_cool, s_cool = held_film(E, nu, -alpha_film * dT * np.ones(3),
                           -alpha_wafer * dT)
mismatch = (alpha_film - alpha_wafer) * dT
assert abs(z_cool + alpha_film * dT + 2 * nu / (1 - nu) * mismatch) < 1e-12
assert abs(s_cool / (M * mismatch) - 1) < 1e-9
s_room = sigma + s_cool
G_room = G_cure * (s_room / sigma)**2
h_crack = h * fracture_energy / G_room

print(f"Young modulus: {E/1e9:.1f} GPa; Poisson ratio: {nu:.2f}")
print(f"Free linear shrinkage e: {100*e:.3f} %")
print(f"Initial film thickness: {h*1e9:.1f} nm")
print(f"Wafer thickness: {wafer_h*1e6:.0f} um")
print(f"Wafer biaxial modulus: {wafer_modulus/1e9:.0f} GPa")
print(f"Thinning factor (1+nu)/(1-nu): {factor:.4f}")
for v in (0.0, 0.35, 0.45):
    print(f"Thinning factor at nu={v:.2f}: {(1+v)/(1-v):.4f}")
print(f"Elastic normal strain: {-200*nu*e/(1-nu):.4f} %")
print(f"Thickness loss fraction: {100*thinning:.4f} %")
print(f"Thickness loss: {thinning*h*1e9:.3f} nm")
print(f"Thickness loss if free: {e*h*1e9:.3f} nm")
print(f"Film biaxial modulus: {M/1e9:.3f} GPa")
print(f"Cure stress: {sigma/1e6:.2f} MPa")
print(f"Stored elastic energy: {sigma*e*h:.4f} J/m2")
print(f"Finite-element interior factor: {fe_factor:.5f}")
print(f"Finite-element factor, sliding base: {sliding[0]:.5f}")
print(f"Edge zone (surface off by over 1%): {edge_zone:.2f} thicknesses")
print(f"Edge zone width: {edge_zone*h*1e9:.0f} nm")
print(f"Crack factor Z, coarse mesh: {Z[20]:.3f}")
print(f"Crack factor Z, fine mesh: {Z[40]:.3f}")
print(f"Crack driving force, cure stress: {G_cure:.3f} J/m2")
print(f"Modulus ramp from zero, thinning: {-100*ramp[0]:.4f} %")
print(f"Modulus ramp from zero, stress: {ramp[1]/1e6:.2f} MPa")
print(f"Starting nu in varying-nu cure: {nu_start:.2f}")
print(f"Varying-nu cure, mean factor: {-soft/e:.4f}")
print(f"Varying-nu cure, thinning: {-100*soft:.4f} %")
print(f"Half-relaxed stress, thinning: {100*half_thinning:.3f} %")
print(f"Fully relaxed stress, thinning: {-100*z_flow:.4f} %")
print(f"Finite-strain thinning: {100*finite_thinning(e):.4f} %")
print(f"Finite-strain relative change: {100*errors[0]/thinning:.3f} %")
print(f"Finite-strain error ratio, e to e/2: {errors[0]/errors[1]:.3f}")
print(f"In-plane film strain from wafer: {film_inplane:.3e}")
print(f"Wafer effect on thinning, relative: {100*wafer_change:.4f} %")
print(f"Wafer bending radius: {radius:.0f} m")
print(f"Film expansion coefficient: {alpha_film*1e6:.1f} ppm/K")
print(f"Wafer expansion coefficient: {alpha_wafer*1e6:.1f} ppm/K")
print(f"Cure temperature: {T_cure:.2f} K; room: {T_room:.2f} K")
print(f"Extra thinning on cooling: {-100*z_cool:.4f} %")
print(f"Extra thickness loss on cooling: {-z_cool*h*1e9:.3f} nm")
print(f"Extra stress on cooling: {s_cool/1e6:.2f} MPa")
print(f"Total room-temperature stress: {s_room/1e6:.2f} MPa")
print(f"Crack driving force at room temperature: {G_room:.3f} J/m2")
print(f"Rough film fracture energy: {fracture_energy:.1f} J/m2")
print(f"Estimated cracking thickness: {h_crack*1e6:.2f} um")
print("all assertions hold")
```

Output:

```
Young modulus: 8.0 GPa; Poisson ratio: 0.25
Free linear shrinkage e: 0.500 %
Initial film thickness: 500.0 nm
Wafer thickness: 775 um
Wafer biaxial modulus: 180 GPa
Thinning factor (1+nu)/(1-nu): 1.6667
Thinning factor at nu=0.00: 1.0000
Thinning factor at nu=0.35: 2.0769
Thinning factor at nu=0.45: 2.6364
Elastic normal strain: -0.3333 %
Thickness loss fraction: 0.8333 %
Thickness loss: 4.167 nm
Thickness loss if free: 2.500 nm
Film biaxial modulus: 10.667 GPa
Cure stress: 53.33 MPa
Stored elastic energy: 0.1333 J/m2
Finite-element interior factor: 1.66650
Finite-element factor, sliding base: 1.25000
Edge zone (surface off by over 1%): 2.38 thicknesses
Edge zone width: 1187 nm
Crack factor Z, coarse mesh: 1.047
Crack factor Z, fine mesh: 1.050
Crack driving force, cure stress: 0.175 J/m2
Modulus ramp from zero, thinning: 0.8333 %
Modulus ramp from zero, stress: 26.67 MPa
Starting nu in varying-nu cure: 0.45
Varying-nu cure, mean factor: 2.1015
Varying-nu cure, thinning: 1.0508 %
Half-relaxed stress, thinning: 1.168 %
Fully relaxed stress, thinning: 1.5000 %
Finite-strain thinning: 0.8327 %
Finite-strain relative change: -0.078 %
Finite-strain error ratio, e to e/2: 4.005
In-plane film strain from wafer: -7.653e-07
Wafer effect on thinning, relative: -0.0061 %
Wafer bending radius: 675 m
Film expansion coefficient: 12.0 ppm/K
Wafer expansion coefficient: 3.0 ppm/K
Cure temperature: 673.15 K; room: 298.15 K
Extra thinning on cooling: 0.6750 %
Extra thickness loss on cooling: 3.375 nm
Extra stress on cooling: 36.00 MPa
Total room-temperature stress: 89.33 MPa
Crack driving force at room temperature: 0.491 J/m2
Rough film fracture energy: 3.0 J/m2
Estimated cracking thickness: 3.05 um
all assertions hold
```
